# Mobile and frozen dopants at a charged grain boundary

**Q.** A charged grain boundary repels carriers of its own sign. Why should it matter whether the dopants can move? The boundary and the bulk material are the same in both cases.

**A.** The compensating charge is different. Take a flat boundary at $x=0$ whose core is positively charged, with a wide grain on each side. By symmetry I treat $x>0$. The grain holds mobile carriers of charge $+z$ and dopants of charge $-z$, for instance positive vacancies and negative acceptors of equal charge magnitude. Both have density $n$ in the neutral bulk. Unequal charges, such as doubly charged vacancies with singly charged acceptors, would need a different charge density. Electrons and holes are neglected.

I use atomic units: the elementary charge is 1, and two unit charges at distance $r$ have energy $1/(\varepsilon r)$, where $\varepsilon$ is the relative permittivity. $T$ is the thermal energy. The potential $\phi$ vanishes deep in the grain and equals $\phi_0>0$ at the wall. Define
$$u=\frac{z\phi}{T},\qquad u_0=\frac{z\phi_0}{T}.$$

The carriers are in equilibrium, so their electrochemical potential is uniform. For a dilute species this reads $T\ln c_++z\phi=T\ln n$, hence $c_+=ne^{-u}$. If the dopants are mobile too, $T\ln c_--z\phi=T\ln n$ gives $c_-=ne^{u}$: they pile up at the wall. If they are frozen in a uniform distribution, $c_-=n$. The first case is the Gouy-Chapman model; the second leads to Mott-Schottky.

**Q.** You use the average potential in both. Where does the difference enter the equations?

**A.** In the source of Poisson's equation, $\phi''=-4\pi\rho/\varepsilon$ with $\rho=z(c_+-c_-)$. Multiplying by $z/T$ gives
$$u''=\frac{4\pi z^2}{\varepsilon T}(c_--c_+).$$
Define the screening length
$$L=\sqrt{\frac{\varepsilon T}{8\pi z^2n}},\qquad\text{so that}\qquad \frac{4\pi z^2}{\varepsilon T}=\frac{1}{2nL^2}.$$
Inserting the densities,
$$u''=\frac{e^u-e^{-u}}{2L^2}=\frac{\sinh u}{L^2}\quad\text{(mobile)},\qquad u''=\frac{1-e^{-u}}{2L^2}\quad\text{(frozen)}.$$
In both cases $u''$ has the sign of $u$. A solution that starts at $u_0>0$ and vanishes in the bulk therefore has no interior positive maximum or negative minimum. It falls steadily, and $u'<0$.

**Q.** These are nonlinear equations. Do you linearize?

**A.** There is no need. Multiply each by $u'$ and integrate from the bulk, where $u=u'=0$. For mobile dopants,
$$\frac{u'^2}{2}=\frac{\cosh u-1}{L^2}=\frac{2\sinh^2(u/2)}{L^2}\quad\Rightarrow\quad u'=-\frac{2}{L}\sinh\frac u2 .$$
For frozen dopants, the integral of $1-e^{-u}$ that vanishes at $u=0$ is $g(u)=u-1+e^{-u}$, so
$$\frac{u'^2}{2}=\frac{g(u)}{2L^2}\quad\Rightarrow\quad u'=-\frac{\sqrt{g(u)}}{L}.$$
The negative roots are taken because $u$ falls. At large $u$ the mobile slope grows as $e^{u/2}$, the frozen slope as $\sqrt u$.

**Q.** Then finish the mobile case. What is its profile?

**A.** Use
$$\frac{d}{du}\ln\tanh\frac u4=\frac{1}{4\sinh(u/4)\cosh(u/4)}=\frac{1}{2\sinh(u/2)}.$$
The first integral then becomes $\frac{d}{dx}\ln\tanh(u/4)=-1/L$, and
$$\tanh\frac u4=\tanh\frac{u_0}{4}\,e^{-x/L}.$$
Far away $\tanh(u/4)\approx u/4$, which gives
$$\phi\approx\frac{4T}{z}\tanh\!\left(\frac{u_0}{4}\right)e^{-x/L}.$$
The decay length is $L$. The amplitude of this tail stays below $4T/z$ however large $\phi_0$ is.

Near a strongly charged wall the fall is not exponential. There $2\sinh(u/2)\approx e^{u/2}$, so
$$\frac{d}{dx}e^{-u/2}=-\frac{u'}2e^{-u/2}\approx\frac{1}{2L},\qquad e^{-u/2}\approx e^{-u_0/2}+\frac{x}{2L}.$$
The piled-up dopants remove most of a large potential close to the wall.

**Q.** A decay length is not a depletion width. The profile has no edge, so what would you call its width?

**A.** I count the missing carriers and express them as a thickness of fully emptied bulk:
$$W=\int_0^\infty\left(1-\frac{c_+}{n}\right)dx=\int_0^\infty(1-e^{-u})\,dx .$$
This definition serves both models. For mobile dopants, change the variable with $dx=-L\,du/[2\sinh(u/2)]$ and write $1-e^{-u}=2e^{-u/2}\sinh(u/2)$. The hyperbolic sine cancels:
$$W_{\rm m}=L\int_0^{u_0}e^{-u/2}\,du=2L\left(1-e^{-u_0/2}\right).$$
A larger wall potential cannot push this width beyond $2L$.

**Q.** But a larger potential needs a larger core charge. What balances it, if the depletion stops growing?

**A.** The dopants do. Their excess, expressed in the same way, follows from $e^u-1=2e^{u/2}\sinh(u/2)$:
$$\int_0^\infty(e^u-1)\,dx=L\int_0^{u_0}e^{u/2}\,du=2L\left(e^{u_0/2}-1\right).$$
Missing carriers and extra dopants both contribute negative charge. Their widths add to $4L\sinh(u_0/2)$. With two sides, the core charge per unit area is
$$Q_{\rm m}=8znL\sinh\frac{u_0}{2}.$$
At large $u_0$ the growing part belongs to the dopants.

**Q.** With frozen dopants that route is closed. How wide must the depletion become?

**A.** Integrate the frozen Poisson equation once over the whole grain. The left side gives $-u'(0)$, the right side $W_{\rm f}/(2L^2)$. With the first integral at the wall,
$$W_{\rm f}=2L^2\,|u'(0)|=2L\sqrt{g(u_0)}=2L\sqrt{u_0-1+e^{-u_0}} .$$
It has no upper limit within the model. Only missing carriers supply charge now, so $Q_{\rm f}=2znW_{\rm f}$.

**Q.** That is not the familiar Mott-Schottky formula, which has a sharp edge and no exponential.

**A.** The familiar formula follows from one more approximation. Suppose the carriers are absent up to an edge $w$ and the grain is neutral beyond it. Dropping $e^{-u}$ inside the layer leaves $u''=1/(2L^2)$. Since potential and field vanish at the edge, $u(w)=u'(w)=0$, and two integrations give
$$u=\frac{(w-x)^2}{4L^2}.$$
At the wall $u_0=w^2/(4L^2)$, so
$$w=2L\sqrt{u_0},\qquad \phi=\phi_0\left(1-\frac xw\right)^2 .$$
Inserting $L$ and $u_0$,
$$w^2=4\,\frac{\varepsilon T}{8\pi z^2n}\,\frac{z\phi_0}{T}=\frac{\varepsilon\phi_0}{2\pi zn}.$$
The temperature cancels at fixed $\phi_0$. The depletion width of the full frozen solution compares with $w$ as
$$\frac{W_{\rm f}}{w}=\sqrt{1-\frac{1-e^{-u_0}}{u_0}}\approx1-\frac{1}{2u_0}\qquad(u_0\gg1).$$

**Q.** You discarded the carriers exactly where they return, near the edge. How do I know the parabola survives that?

**A.** The error can be bounded from both sides. Since $e^{-u}\le1$, we have $g\le u$. Then
$$\frac{d\sqrt u}{dx}=\frac{u'}{2\sqrt u}=-\frac{1}{2L}\sqrt{\frac gu}\ge-\frac{1}{2L},$$
so $\sqrt u\ge\sqrt{u_0}-x/(2L)$. For $x<w$, squaring shows that $u$ is never below the parabola. Beyond $w$ the parabola is replaced by zero, and $u$ is positive.

For the other side take $u_0>1$. Since $g>u-1$, as long as $u>1$
$$\frac{d\sqrt{u-1}}{dx}=-\frac{1}{2L}\sqrt{\frac{g}{u-1}}<-\frac{1}{2L}.$$
With $w_1=2L\sqrt{u_0-1}$ this gives $u-1\le(w_1-x)^2/(4L^2)$. Because $w_1<w$, the right side is smaller than the parabola, so $u$ exceeds the parabola by less than 1. The value $u=1$ is reached no later than $w_1$, where the parabola is still positive. Further out $u$ itself is below 1. The potential error is therefore smaller than $T/z$ everywhere, or smaller than a fraction $1/u_0$ of $\phi_0$.

**Q.** So beyond $w$ the potential is merely small. Is it of any interest there?

**A.** It shows how the frozen grain really screens. For small $u$,
$$g=\frac{u^2}{2}-\frac{u^3}{6}+\dots,\qquad \sqrt g\approx\frac{u}{\sqrt2}\left(1-\frac u6\right).$$
To leading order $u'=-u/(\sqrt2L)$, an exponential decay with length $\sqrt2L$. The reason is visible in the linearized charge density: mobile dopants and carriers together give $-2znu$, while carriers alone give $-znu$. Half the response means twice the squared decay length. The frozen profile thus has two lengths: $w$ for its depleted part and $\sqrt2L$ for its tail.

**Q.** What if the wall potential is small from the start?

**A.** Then no region is emptied, and the Mott-Schottky formula fails. For $u_0\ll1$ the two widths become
$$W_{\rm m}\approx Lu_0,\qquad W_{\rm f}\approx\sqrt2\,Lu_0 ,$$
whereas $w=2L\sqrt{u_0}$ is much larger than either. The useful lengths are then the decay lengths $L$ and $\sqrt2L$.

The sign matters as well. With a negative core, $u_0<0$, the positive carriers accumulate, and there is no carrier depletion layer to which $w$ could refer.

**Q.** Show me numbers. Is the difference large for a reasonable barrier?

**A.** Take round model parameters: $z=1$, $\varepsilon=100$, $T=0.1$ eV, $n=10^{-6}$ Å$^{-3}$ and a wall potential energy of 0.6 eV. Then $u_0=0.6/0.1=6$. Two unit charges have interaction energy $T$ at the distance $1/(\varepsilon T)=1.44$ Å. With this length,
$$L=\frac{1}{\sqrt{8\pi\times10^{-6}\times1.44}}\ \text{Å}\approx166\ \text{Å},$$
or 314 bohr. The Mott-Schottky width is
$$w=2\times166.2\times\sqrt6\ \text{Å}\approx814\ \text{Å},$$
or 1539 bohr. The integrated depletion widths are
$$W_{\rm m}=332.5\,(1-e^{-3})\ \text{Å}\approx316\ \text{Å},$$
$$W_{\rm f}=332.5\,\sqrt{5+e^{-6}}\ \text{Å}\approx744\ \text{Å}.$$
Freezing the dopants widens the depletion by a factor of 2.35. The carriers recover half their bulk density at 276 Å with mobile dopants and at 706 Å with frozen ones.

The potentials separate near the wall. All energies in this table are in eV.

| $x$ (Å) | mobile | frozen | parabola |
|---:|---:|---:|---:|
| 0 | 0.600 | 0.600 | 0.600 |
| 100 | 0.218 | 0.474 | 0.462 |
| 400 | 0.033 | 0.204 | 0.155 |
| 800 | 0.003 | 0.048 | 0.000 |
| 1200 | 0.000 | 0.009 | 0.000 |

At 800 Å, just inside $w$, the parabola has almost vanished, but the frozen solution still holds 0.048 eV, about half of $T$. Its largest excess over the parabola is 0.061 eV, below the bound of 0.1 eV and about 10% of the wall value.

**Q.** The width formulas all rest on the first integrals. Was anything checked independently?

**A.** Yes. Both nonlinear Poisson equations were solved numerically from the densities, without the first integrals. The mobile and frozen columns of the table are these numerical solutions. The mobile profile, both depletion widths and the wall fields agree with the formulas. The fitted tail lengths are 166.2 Å and 235.1 Å, in agreement with $L$ and $\sqrt2L$. The values are in the numerical output below.

**Q.** I still object to the comparison. You gave both boundaries the same potential. Did you also give them the same charge?

**A.** No, and the charges differ greatly. The core carries $1.33\times10^{-2}$ elementary charges per Å$^2$ with mobile dopants and $1.49\times10^{-3}$ with frozen ones, a ratio of about 9. If the core charge is held fixed instead, equate $Q_{\rm m}$ at its own wall value $u_{\rm m}$ to $Q_{\rm f}$ at $u_0$:
$$8znL\sinh\frac{u_{\rm m}}{2}=4znL\sqrt{g(u_0)}\quad\Rightarrow\quad u_{\rm m}=2\,\operatorname{arsinh}\frac{\sqrt{g(u_0)}}{2}.$$
Mobile dopants lower the barrier for every $u_0>0$, because
$$4\sinh^2\frac{u_0}{2}-g(u_0)=\left(e^{u_0}+e^{-u_0}-2\right)-\left(u_0-1+e^{-u_0}\right)=e^{u_0}-1-u_0>0 .$$
At the frozen core charge of the example, the barrier with mobile dopants is 0.19 eV instead of 0.6 eV. A numerical solution with the wall field prescribed confirms this value. The depletion width is then $332.5\,(1-e^{-0.96})\approx205$ Å.

A real core need not hold either quantity fixed. Its charge and potential follow from the equilibrium between core and grain, which needs a model of the core sites. The two comparisons answer different questions.

**Q.** Can I tell the models apart by changing the temperature?

**A.** At fixed $\phi_0$, $\varepsilon$ and $n$ their trends differ. In the mobile case with $u_0\gg1$, $W_{\rm m}\approx2L$ varies as $\sqrt T$. This is the limiting law. Since $L\propto\sqrt T$ and $u_0\propto1/T$, the full width gives $d\ln W_{\rm m}/d\ln T=\frac12-\frac{u_0/2}{e^{u_0/2}-1}$, which is only 0.34 at $u_0=6$. In the frozen case $w$ stays put. Suppose the carriers still move fast enough to reach equilibrium, which ionic carriers may not do in the cold. Cooling the frozen example to $T=0.025$ eV then halves $L$ to 83 Å and raises $u_0$ to 24. The depletion width changes only from 744 to 797 Å, approaching $w=814$ Å from below: the ratio $W_{\rm f}/w$ rises from 0.913 to 0.979. The largest error of the parabola drops to 0.019 eV, again below $T$.

If $\phi_0$ itself changes with temperature, as core equilibrium may require, that change has to be included before the trend is read.

**Q.** Why not cool the mobile example in the same way?

**A.** Its dilute-solution law would fail. The dopant density at the wall is $ne^{u_0}$. With one dopant site per 64 Å$^3$, the occupied fraction at $u_0=6$ is
$$10^{-6}\times e^6\times64\approx0.026,$$
which is still dilute. At $u_0=24$ the same expression exceeds a million, which is impossible for a site fraction. Limited sites, or interactions between dopants, must enter long before that: at $u_0=8$ the expression is already 0.19. The example stays dilute at $u_0=6$ only because its bulk fraction is small, $6.4\times10^{-5}$. With a bulk dopant fraction of 1% the same law gives $0.01\,e^6\approx4$, so for heavily doped materials the mobile formulas fail at this barrier.

The mean-field treatment has its own condition. In the example the 1.44 Å Coulomb length is small compared with both $L$ and the mean bulk spacing of 100 Å, so typical pair interactions in the bulk are weak compared with $T$. The crowded layer at the wall is the more delicate place. The field there is also high with mobile dopants, 0.012 V/Å or 1.2 MV/cm. The constant $\varepsilon$ is a model assumption at such a field; a real material may respond nonlinearly. The continuum is an assumption too. Over one site spacing of 4 Å this field changes the energy by about 0.05 eV, half of $T$, so in a lattice the mobile core charge depends on where the first dopant plane lies.

**Q.** And if the dopants moved during hot processing and were frozen afterwards?

**A.** If the dopants had reached equilibrium, the mobile solution still holds at the moment of freezing. Once the temperature or the wall potential changes, neither formula applies as it stands. The dopant density is then a given function $c_-(x)$, and
$$u''=\frac{1}{2L^2}\left[\frac{c_-(x)}{n}-e^{-u}\right].$$
The source now depends explicitly on $x$, so multiplying by $u'$ no longer yields an integral in $u$ alone. The equation has to be solved with the inherited profile. The Mott-Schottky width requires dopants that are both immobile and uniform; immobility by itself is not enough.

## Table of computed values

```
relative permittivity: 100
thermal energy: 0.100 eV
bulk density of each species: 1.0e-06 1/A^3
wall potential energy (z=1): 0.60 eV
reduced wall potential u0: 6.00
volume per dopant site: 64 A^3
Coulomb length 1/(eps T): 1.440 A
mean spacing n^(-1/3): 100.0 A
mobile: dopant site fraction at wall: 0.0258
screening length L: 166.23 A = 314.1 bohr
Mott-Schottky width w: 814.35 A = 1538.9 bohr
ratio w/L: 4.899
mobile: carrier depletion width: 315.90 A
mobile: upper limit 2L: 332.46 A
mobile: dopant excess width: 6345.1 A
frozen: carrier depletion width: 743.58 A
ratio of depletion widths frozen/mobile: 2.354
mobile: half-density distance: 276.5 A
frozen: half-density distance: 705.6 A
mobile: fitted tail length: 166.23 A
frozen: fitted tail length: 235.12 A
frozen: predicted tail sqrt(2)L: 235.08 A
mobile: wall slope of energy: -0.012053 eV/A
frozen: wall slope of energy: -0.001346 eV/A
mobile: core charge: 1.332e-02 e/A^2
frozen: core charge: 1.487e-03 e/A^2
mobile at frozen core charge: barrier 0.1925 eV
profile: x (A), mobile (eV), frozen (eV), parabola (eV)
      0  0.60000  0.60000  0.60000
     50  0.32431  0.53498  0.52858
    100  0.21758  0.47446  0.46169
    200  0.11151  0.36684  0.34148
    400  0.03271  0.20372  0.15533
    600  0.00980  0.10275  0.04157
    800  0.00294  0.04806  0.00019
   1000  0.00088  0.02146  0.00000
   1200  0.00027  0.00935  0.00000
largest parabola error, T=0.100 eV: 0.0613 eV
cold thermal energy: 0.025 eV
cold L: 83.11 A
cold frozen depletion width: 797.20 A
largest parabola error, cold: 0.0191 eV
frozen width / w: 0.9131; cold: 0.9789
```
